# Why Lower Edge Roughness Does Not Improve Every Device Equally

Take a semiconductor fin whose edge is a pure ripple of period $P$,

$$e(x)=\sqrt2\,s\cos(2\pi x/P+\phi),$$

where $x$ runs along the fin and the phase $\phi$ is random. The mean square of the cosine is $1/2$, so the edge has standard deviation $s$. Now lay a gate of length $L=P$ across it. Wherever the gate lands, it covers one full period, and the ripple averages to zero. Every such gate sees the same mean edge position, however large $s$ is. Halving $s$ changes nothing in that mean.

A gate of length $P/2$ behaves differently. It may cover mostly a crest or mostly a trough, so its mean edge position varies from device to device, in proportion to $s$. With $s=0.60$ nm, $P=20$ nm and independent phases on the two edges, the mean fin width has a standard deviation of 0.54 nm under a 10 nm gate and zero under a 20 nm gate. The total roughness is the same in both cases.

## The belief and its appeal

The belief is that lowering the total edge roughness, the single number $s$, improves every device by the same proportion. It has a sound core. If each edge deviation is multiplied by 0.7, every average of those deviations is multiplied by 0.7 too, whatever the gate length. The number $s$ is also convenient: it compresses an edge into one figure by which processes can be ranked.

The weak point is the step from "$s$ fell by 30%" to "each deviation was multiplied by 0.7". A process can lower $s$ by removing short ripples and leaving long undulations alone. What a device gains then depends on which of the two it was sensitive to.

## What the gate averages

Let $e_R(x)$ and $e_L(x)$ be the deviations of the right and left edges from straight lines. The local width is $w=W+e_R-e_L$, with $W$ the nominal width. For small deviations, the response of a device is linear, $\int_0^L g(x)[w(x)-W]\,dx$ times a sensitivity, with a weight $g$ of unit integral. I take $g=1/L$, so that the device responds to the mean width under the gate; another weight is considered below.

The edges are assumed statistically uniform along $x$, with zero mean and covariance $C(u)=\langle e(x)e(x+u)\rangle$, so $C(0)=s^2$. Both have the same $C$, and their cross-covariance is $rC(u)$. Expanding the product of two width deviations gives two equal-edge terms and two cross terms with a minus sign:

$$C_w(u)=C+C-rC-rC=2(1-r)\,C(u).$$

The main case is $r=0$, independent edges. It then suffices to treat one edge and multiply its variance by 2.

The variance of the gate-averaged edge is

$$V(L)=\frac1{L^2}\int_0^L\!\!\int_0^L C(x-y)\,dx\,dy .$$

The integrand depends on $u=x-y$ alone, and pairs with a given $u$ occupy a length $L-|u|$. Since $C$ is even,

$$V(L)=\frac{2}{L^2}\int_0^L(L-u)\,C(u)\,du. \tag{1}$$

The same quantity can be written with the roughness spectrum $S(k)=\int C(u)e^{-iku}du$, for which $C(u)=\int S(k)e^{iku}dk/2\pi$. Inserting this in the double integral leaves, for each $k$, the factor

$$\left|\frac1L\int_0^L e^{ikx}dx\right|^2=\left[\frac{\sin(kL/2)}{kL/2}\right]^2,$$

and therefore

$$V(L)=\int\frac{dk}{2\pi}\,S(k)\left[\frac{\sin(kL/2)}{kL/2}\right]^2,\qquad s^2=\int\frac{dk}{2\pi}\,S(k). \tag{2}$$

The total roughness counts all wavenumbers equally. The device counts them through a window that is near 1 for undulations much longer than the gate and small for ripples much shorter than it. Because $S\ge0$ and the window lies between 0 and 1, $0\le V\le s^2$. The opening ripple has $k=2\pi/P$, so its window is zero at $L=P$.

The missing variance has not vanished. For any one gate with mean deviation $\bar e$,

$$\frac1L\int_0^L e^2dx=\bar e^{\,2}+\frac1L\int_0^L(e-\bar e)^2dx,$$

since the cross term integrates to zero. Averaging over gates gives $s^2=V(L)+[s^2-V(L)]$: variation between gates plus variation within them.

## Two spectra with equal variance

A simple family with adjustable correlation length $\xi$ is

$$C(u)=s^2e^{-|u|/\xi},\qquad S(k)=2s^2\,\mathrm{Re}\,\frac{1}{1/\xi+ik}=\frac{2s^2\xi}{1+k^2\xi^2}.$$

Every member has total variance $C(0)=s^2$. Put $u=Lt$ and $z=L/\xi$ in (1):

$$V=s^2f(z),\qquad f(z)=2\int_0^1(1-t)e^{-zt}dt .$$

Integration by parts gives

$$\int_0^1(1-t)e^{-zt}dt=\frac1z-\frac1z\int_0^1e^{-zt}dt=\frac1z-\frac{1-e^{-z}}{z^2},$$

so that

$$f(z)=\frac{2(z-1+e^{-z})}{z^2}. \tag{3}$$

In the integral form, the integrand falls as $z$ rises, so $f$ decreases with $z$. Within this family, at fixed $s$ and $L$, a longer correlation length gives a larger variation between devices.

For a short gate, $e^{-z}\approx1-z+z^2/2-z^3/6$ gives $f\approx1-z/3$: the gate samples the edge almost at a point, and $V\approx s^2$. This is the regime in which total roughness is the right measure. For a long gate, $e^{-z}$ is negligible and $f\approx(2/z)(1-1/z)$. To leading order $V\approx2s^2\xi/L=S(0)/L$, and the relevant quantity is the product $s^2\xi$.

Now take a fin of nominal width 8 nm under a 20 nm gate. Edges A and B both have $s=0.60$ nm, with $\xi=5$ nm for A and 40 nm for B. Before averaging, both give a width spread of $\sqrt2\times0.60=0.85$ nm. After averaging,

$$\text{A: } z=4,\quad f=0.377,\quad 0.8485\sqrt{0.3773}=0.52\ \text{nm},$$
$$\text{B: } z=0.5,\quad f=0.852,\quad 0.8485\sqrt{0.8522}=0.78\ \text{nm}.$$

Equal total roughness thus gives device spreads that differ by a factor of 1.50.

## Less roughness, larger spread

Edge C has the long correlation length of B, 40 nm, but a total roughness of only 0.45 nm, 25% below that of A. The width spreads after averaging are:

| Gate length | A: $s=0.60$ nm | C: $s=0.45$ nm |
|---|---|---|
| 5 nm | 0.73 nm | 0.62 nm |
| 20 nm | 0.52 nm | 0.59 nm |
| 200 nm | 0.19 nm | 0.36 nm |

The smoother edge is better for the shortest gate and worse for the other two. The ranking changes where $s_A^2f(L/\xi_A)=s_C^2f(L/\xi_C)$, which happens at $L=12.4$ nm. There the left side is $0.36\times0.509=0.183$ nm² and the right side $0.2025\times0.904=0.183$ nm².

The long-gate limit explains the last row. The products $s^2\xi$ are $0.36\times5=1.8$ nm³ for A and $0.2025\times40=8.1$ nm³ for C. The ratio of spreads tends to $\sqrt{8.1/1.8}=2.1$; at 200 nm it is 1.9, because that gate is only five correlation lengths long for C.

## A smoothing step

The same unequal benefit appears when both edges of a fin are smoothed alike. Suppose that a plasma treatment acts on each edge as a Gaussian filter of standard deviation $a$, replacing each edge position by a local weighted mean. This is an idealization: a real treatment may also trim the line or add roughness of its own. The filter multiplies the amplitude at wavenumber $k$ by $e^{-k^2a^2/2}$, so $S'(k)=S(k)e^{-k^2a^2}$.

For the exponential family, set $t=k\xi$, $q=a/\xi$ and $b=q^2$. The remaining fraction of the total variance is

$$J(b)=\frac1\pi\int_{-\infty}^{\infty}\frac{e^{-bt^2}}{1+t^2}\,dt .$$

Differentiation brings down $-t^2$, so the denominator cancels in

$$J-\frac{dJ}{db}=\frac1\pi\int_{-\infty}^{\infty}e^{-bt^2}dt=\frac1{\sqrt{\pi b}} .$$

Multiplying by $-e^{-b}$ gives $d(e^{-b}J)/db=-e^{-b}/\sqrt{\pi b}$. Integrate from 0, where $J=1$, with $\beta=y^2$:

$$e^{-b}J=1-\int_0^b\frac{e^{-\beta}}{\sqrt{\pi\beta}}d\beta=1-\frac2{\sqrt\pi}\int_0^q e^{-y^2}dy=\mathrm{erfc}(q).$$

Hence $s'^2=s^2e^{q^2}\mathrm{erfc}(q)$. For edge A and $a=4$ nm, $q=0.8$ and $s$ falls from 0.60 to 0.42 nm, a reduction of 30%.

The device spread follows from (2) with $S'$ in place of $S$. It falls by 20% for a 5 nm gate, 6.4% for a 20 nm gate and 0.5% for a 200 nm gate. The long gate gains little because its window admits mainly wavenumbers below about $2\pi/L$, where $k^2a^2$ is less than 0.02 and the filter is nearly 1. In particular $S'(0)=S(0)$, so the leading term $S(0)/L$ is untouched.

## When the belief is true

Let "equally" mean that the variance changes by the same factor $c$ at every gate length. Differentiate $L^2V$ from (1). The boundary term vanishes because $L-u=0$ at $u=L$, so

$$\frac{d}{dL}(L^2V)=2\int_0^LC(u)\,du,\qquad \frac{d^2}{dL^2}(L^2V)=2C(L).$$

If $V'(L)=cV(L)$ for all $L$, then $C'(u)=cC(u)$ for all $u$, and so $S'(k)=cS(k)$. Conversely, (2) is linear in $S$, so scaling the spectrum scales every $V$. Under uniform averaging, with $r$ held fixed, the belief is therefore true for all gate lengths if and only if the whole spectrum is scaled by one factor. A finite set of gate lengths is less demanding, since other changes of the spectrum may happen to agree there.

## Real fins

The example lies in the rough regime of silicon fin transistors, with fins several nanometres wide, gates near 20 nm and edge roughness of some tenths of a nanometre. Correlation lengths of 10 to 30 nm are a rough typical range, so 5 and 40 nm are deliberately outside it on either side, and the contrasts above are larger than within that range. With 10 and 30 nm in their place, the ratio at 20 nm falls from 1.50 to 1.20, and the A–C crossover moves to about 40 nm, so the smoother edge is then still the better one under a 20 nm gate. One assumption that can fail is that the edges are independent. Fins patterned from spacers have edges that tend to follow each other; with $r=0.5$ the spread of A falls from 0.52 to 0.37 nm. An equal $r$ leaves all ratios unchanged, but if long undulations are better correlated than short ripples, B and C benefit more than A.

The uniform weight matters too. With $g\propto\sin^2(\pi x/L)$, which favours mid-channel, the spread at 20 nm becomes 0.61 nm for A and 0.81 nm for B. Edge C has the correlation length of B and 0.75 times its amplitude, hence $0.75\times0.807=0.605$ nm, level with the 0.606 nm of A. The A–C crossover thus moves from 12 nm to about 20 nm, and C's disadvantage at the main gate length disappears. In the long-gate limit it survives: $V\to S(0)\int g^2dx=1.5\,S(0)/L$ multiplies both edges by the same 1.5.

Measurement adds a caution. On a line of length 500 nm, the variance about the line's own mean misses $f(500/\xi)$ of the total, by the partition above. That is 2% for A and 15% for B, or 4% and 27% if a fitted straight line is removed in place of the mean, so two edges with equal measured roughness need not have equal true roughness.

## From width to barrier

A rough estimate shows what the spreads mean electrically. Hard-wall confinement costs $E=\pi^2\hbar^2/2mW^2$. For fin sidewalls of (110) orientation, the lowest silicon valleys have $1/m=\tfrac12(1/m_t+1/m_l)$. With $m_t=0.19$ and $m_l=0.92$ electron masses, $m=0.315$ and $E=18.7$ meV, with slope $-2E/W=-4.7$ meV/nm. This counts the lowest subband only. Since $E$ is below $k_BT$ at 300 K, higher subbands and the two $m_t$ valleys hold about a third of the electrons; summing over them gives $-6.8$ meV/nm and would raise the linear barrier spreads from fin width below by about 10%.

The source and drain also lower the barrier. A potential $\sin(\pi y/W_{\rm eff})\,e^{-\pi x/W_{\rm eff}}$ solves Laplace's equation between two gates, and at mid-channel it has decayed over $L/2$. I therefore take a lowering $D=V_0e^{-\pi L/2W_{\rm eff}}$ with a round $V_0=1$ V. In the thin-oxide approximation, the 0.8 nm oxide on each side counts three times for its lower permittivity, so $W_{\rm eff}=8+2\times3\times0.8=12.8$ nm and $D=86$ meV. Its contribution to the barrier slope is $-D\pi L/2W_{\rm eff}^2=-16.5$ meV/nm (the exact mode of the layered oxide and silicon gives 12.4 nm, 79 meV and $-17.2$ meV/nm). Both effects lower the barrier of a wider fin, and together they give $-21.1$ meV/nm.

With less rounding, the linear barrier spread is then $21.13\times0.5212=11.0$ meV for A and $21.13\times0.7833=16.6$ meV for B. To gauge the neglected nonlinearity, treat the barrier as local and the channel as slices in series, each with resistance proportional to $e^{E_b/k_BT}$, where $E_b$ is its barrier. The effective barrier is $k_BT\ln\langle e^{E_b/k_BT}\rangle$, averaged along the gate. At 300 K, simulated edges give spreads of 11.8 and 16.7 meV, so B remains worse. These values and the simulated shifts below carry a sampling uncertainty of 0.1 to 0.2 meV.

This estimate also shows what the mean width hides. To second order, variation within a gate raises the effective barrier by its variance over $2k_BT$. The within-gate width variance of A is $0.72\times(1-0.377)=0.45$ nm², which gives $21.1^2\times0.45/(2\times25.9)\approx3.9$ meV; for B the same formula gives about 0.9 meV. The simulated mean shifts, 4.4 and 1.3 meV, also contain the curvature of the barrier with width. In this local picture, edge A thus has the smaller spread but the larger common shift. Most of this shift comes from treating $D$ as local, whereas the mid-channel lowering responds, to first order, to the mean width under the gate; with the confinement slope alone the formula gives about 0.2 meV for A. Transport in a real 20 nm channel is also partly ballistic, so the shifts belong to the local picture and are not estimates for a real device.

Finally, the gate has rough edges of its own. If they resemble edge A and are averaged over the 8 nm fin, the gate length varies by 0.67 nm. At $D\pi/2W_{\rm eff}=10.5$ meV/nm this adds an independent 7.1 meV. Combined in quadrature with the linear values, the totals are 13 meV for A and 18 meV for B, and their ratio falls from 1.5 to 1.4. The numerical output below lists the values used here.

For the spread between devices at a given gate length, and while the response is nearly linear, the figure to compare between processes is thus the variance of the averaged width, computed from the spectrum with the weight and edge correlation of that device. If the edge correlation is the same, the total $s$ can replace it when the gate is so short that $C(u)$ hardly falls over its length, or when the spectra being compared differ only by a constant factor.

## Values computed for the example and the checks

```
Fin width 8.0 nm, main gate length 20.0 nm
Edge A: s = 0.60 nm, xi = 5.0 nm, width sd before averaging = 0.8485 nm
  L = 5 nm: f = 0.7358, averaged width sd = 0.7278 nm
  L = 20 nm: f = 0.3773, averaged width sd = 0.5212 nm
  L = 200 nm: f = 0.0488, averaged width sd = 0.1873 nm
Edge B: s = 0.60 nm, xi = 40.0 nm, width sd before averaging = 0.8485 nm
  L = 5 nm: f = 0.9596, averaged width sd = 0.8312 nm
  L = 20 nm: f = 0.8522, averaged width sd = 0.7833 nm
  L = 200 nm: f = 0.3205, averaged width sd = 0.4804 nm
Edge C: s = 0.45 nm, xi = 40.0 nm, width sd before averaging = 0.6364 nm
  L = 5 nm: f = 0.9596, averaged width sd = 0.6234 nm
  L = 20 nm: f = 0.8522, averaged width sd = 0.5875 nm
  L = 200 nm: f = 0.3205, averaged width sd = 0.3603 nm
Ratio of averaged width sd B/A at main gate = 1.503
Crossover gate length of edges A and C = 12.39 nm
Sinusoid s = 0.60 nm, period 20 nm, L = 10 nm: width sd = 0.5402 nm
Sinusoid s = 0.60 nm, period 20 nm, L = 20 nm: width sd = 0.0000 nm
Smoothing of edge A, filter sd a = 4.0 nm
  edge s after smoothing = 0.4196 nm
  reduction of total edge sd = 30.06 %
  reduction of averaged width sd, L = 5 nm: 19.91 %
  reduction of averaged width sd, L = 20 nm: 6.42 %
  reduction of averaged width sd, L = 200 nm: 0.50 %
Sizes of neglected effects at the main gate length
Edge correlation r = 0.5: width sd A = 0.3685 nm
Mid-channel weight, width sd A = 0.6059 nm
Variance missed by 500 nm line, A = 1.98 %
Mid-channel weight, width sd B = 0.8069 nm
Variance missed by 500 nm line, B = 14.72 %
Temperature 300 K, kT = 25.85 meV
Masses m_t = 0.19, m_l = 0.92, confinement = 0.315 m_e
Oxide 0.8 nm, permittivity ratio 3.0, V0 = 1.0 V
Confinement energy = 18.65 meV
Short-channel barrier lowering = 85.9 meV
Barrier slope with width, confinement = -4.66 meV/nm
Barrier slope with width, short channel = -16.47 meV/nm
Barrier sd A: linear 11.0, series slices 11.8, mean shift 4.4 meV
Barrier sd B: linear 16.6, series slices 16.7, mean shift 1.3 meV
Barrier slope with gate length = 10.54 meV/nm
Gate-length sd over fin width (edge A) = 0.672 nm
Barrier sd from gate-edge roughness = 7.1 meV
```
